# Why diffusion Monte Carlo energies at finite time step are not upper bounds: test program

```python
"""
Result under test: finite-time-step diffusion Monte Carlo (DMC) energies are
not upper bounds. Their bias takes either sign, and the mixed and growth
estimators differ.

Hartree atomic units, mass 1. Symbols:
  tau    time step;  a  exponent of the trial function exp(-a x^2/2)
  E_L    local energy;  theta  share of the branching weight at the new point
  f      stationary walker density;  Lambda  its eigenvalue per step
  growth energy = -ln(Lambda)/tau;  mixed energy = average of E_L over f
Oscillator: V = x^2/2, E0 = 1/2, E_L = a/2 + b x^2, b = (1-a^2)/2.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse.linalg import eigs
from scipy.special import ndtr

E0 = 0.5
HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def closed_form(a, tau, theta=0.5, exact_drift=False):
    """Growth energy, mixed energy and precision of the Gaussian density."""
    b = (1 - a * a) / 2
    if exact_drift:
        c, s = np.exp(-a * tau), -np.expm1(-2 * a * tau) / (2 * a)
    else:
        c, s = 1 - a * tau, tau
    lin = c * c - 1 - 2 * tau * b * s
    disc = lin**2 + 8 * s * tau * b * c * c
    assert disc > 0
    q = (-lin + np.sqrt(disc)) / (2 * s)
    precision = q - 2 * tau * b * (1 - theta)
    assert precision > 0
    growth = a / 2 + np.log(c * c + s * q) / (2 * tau)
    return growth, a / 2 + b / precision, precision


def leading_state(kernel):
    val, vec = eigs(kernel, k=1, which="LM", ncv=40,
                    v0=np.ones(len(kernel)))
    vec = vec[:, 0].real
    return val[0].real, vec / vec.sum()


x = np.linspace(-7, 7, 701)
h = x[1] - x[0]


def grid_dmc(a, tau, theta=0.5, quartic=0.0):
    """Diagonalize the one-step kernel for V = x^2/2 + quartic*x^4."""
    e_loc = a / 2 + (1 - a * a) * x**2 / 2 + quartic * x**4
    jump = x[:, None] - (1 - a * tau) * x[None, :]
    g = np.exp(-jump**2 / (2 * tau)) / np.sqrt(2 * np.pi * tau)
    w_new = np.exp(-tau * theta * e_loc)
    w_old = np.exp(-tau * (1 - theta) * e_loc)
    lam, f = leading_state(h * w_new[:, None] * g * w_old[None, :])
    mixed = f @ e_loc
    return -np.log(lam) / tau, mixed, f @ (e_loc - mixed)**2, f


def run_dmc(a, tau, theta, rng, walkers=10000, blocks=30, length=100):
    """Stochastic DMC, fixed population, systematic resampling."""
    b = (1 - a * a) / 2
    pos = rng.normal(size=walkers) / np.sqrt(1 + a)
    data = np.zeros((blocks + 2, 2))
    for k in range(blocks + 2):
        for _ in range(length):
            old = a / 2 + b * pos**2
            pos = (1 - a * tau) * pos
            pos = pos + np.sqrt(tau) * rng.normal(size=walkers)
            new = a / 2 + b * pos**2
            wt = np.exp(-tau * (theta * new + (1 - theta) * old))
            data[k] += [-np.log(wt.mean()) / tau, wt @ new / wt.sum()]
            cum = np.cumsum(wt)
            ticks = (np.arange(walkers) + rng.random()) / walkers * cum[-1]
            pick = np.searchsorted(cum, ticks)
            pos = pos[np.minimum(pick, walkers - 1)]
    data = data[2:] / length          # first two blocks: equilibration
    return data.mean(0), data.std(0, ddof=1) / np.sqrt(blocks)


print("Oscillator: exact E0 = %.6f hartree" % E0)
print("Symmetric weights (theta = 0.5), energies in hartree:")
for a in (0.3, 1.0, 1.4):
    for tau in (0.05, 0.1, 0.2):
        growth, mixed, _ = closed_form(a, tau)
        num = grid_dmc(a, tau)
        assert abs(num[0] - growth) < 1e-8 and abs(num[1] - mixed) < 1e-8
        if a == 1.0:
            assert abs(num[0] - E0) < 1e-8 and abs(num[1] - E0) < 1e-8
        else:
            assert (num[0] - E0) * (1 - a) > 0
            assert (num[1] - E0) * (1 - a) > 0
        print("  a=%.1f tau=%.2f/hartree growth %.6f mixed %.6f"
              % (a, tau, growth, mixed))

print("Linear bias coefficients, hartree^2:")
small = 1e-5
for a in (0.3, 1.4):
    sym = a * (1 - a) / 4
    end = (1 - a) * (2 * a - 1) / 4
    start = (1 - a) / 4
    assert abs((closed_form(a, small)[0] - E0) / small - sym) < 1e-4
    for theta, slope in ((0.5, sym), (1.0, end), (0.0, start)):
        value = closed_form(a, small, theta)[1]
        assert abs((value - E0) / small - slope) < 1e-4
    print("  a=%.1f growth and symmetric mixed %+.4f" % (a, sym))
    print("        mixed: end weights %+.4f, start weights %+.4f"
          % (end, start))

tau = 0.2
print("Same growth energy, different mixed energies, a=0.3, tau=0.2:")
for theta in (0.0, 0.5, 1.0):
    growth, mixed, _ = closed_form(0.3, tau, theta)
    num = grid_dmc(0.3, tau, theta)
    assert abs(num[0] - growth) < 1e-8 and abs(num[1] - mixed) < 1e-8
    print("  theta=%.1f growth %.6f mixed %.6f hartree"
          % (theta, growth, mixed))
assert num[0] > E0 > num[1]           # opposite signs with end weights

print("Main biases at tau=0.2:")
for a, theta in ((1.4, 0.5), (0.3, 1.0)):
    growth, mixed, _ = closed_form(a, tau, theta)
    for name, e in (("growth", growth), ("mixed", mixed)):
        print("  a=%.1f theta=%.1f %s %+.6f hartree = %+.1f meV"
              % (a, theta, name, e - E0, (e - E0) * HARTREE_MEV))

# Rayleigh quotient of Phi = f/psi_T, from the numerical density
a = 1.4
growth, mixed, precision = closed_form(a, tau)
f = grid_dmc(a, tau)[3]
inside = np.abs(x) < 5
xi = x[inside]
phi = f[inside] * np.exp(a * xi**2 / 2)
kinetic = 0.5 * np.sum((np.diff(phi) / h)**2)
rayleigh = (kinetic + np.sum(xi**2 * phi**2) / 2) / np.sum(phi**2)
alpha = precision - a
assert abs(rayleigh - (alpha + 1 / alpha) / 4) < 1e-3
assert rayleigh > E0 > mixed
print("Phi at a=1.4, tau=0.2: exponent %.4f, Rayleigh quotient %.4f hartree"
      % (alpha, rayleigh))

print("Stochastic runs, tau=0.2, 10000 walkers, 3000 steps, hartree:")
rng = np.random.default_rng(2718)
for a, theta in ((1.4, 0.5), (0.3, 1.0)):
    mean, err = run_dmc(a, tau, theta, rng)
    target = np.array(closed_form(a, tau, theta)[:2])
    assert np.all(err < 1e-3)
    assert np.all(np.abs(mean - target) < 5 * err)
    assert np.all((mean - E0) * (target - E0) > 0)
    assert np.all(np.abs(mean - E0) > 5 * err)
    print("  a=%.1f theta=%.1f growth %.5f +- %.5f mixed %.5f +- %.5f"
          % (a, theta, mean[0], err[0], mean[1], err[1]))

print("Exact drift-diffusion step, tau=0.2: growth bias, hartree:")
for a in (0.3, 1.4):
    coeff = -(1 - a * a)**2 / 48
    bias = closed_form(a, 0.01, exact_drift=True)[0] - E0
    assert abs(bias / 0.01**2 / coeff - 1) < 5e-3
    bias = closed_form(a, tau, exact_drift=True)[0] - E0
    assert bias < 0
    print("  a=%.1f bias %+.6f, quadratic coefficient %+.5f hartree^3"
          % (a, bias, coeff))

# Anharmonic oscillator: relation between the estimators beyond Gaussians
gaps = []
for t in (0.02, 0.01):
    growth, mixed, variance, _ = grid_dmc(1.0, t, 0.5, 0.1)
    growth_end, mixed_end, _, _ = grid_dmc(1.0, t, 1.0, 0.1)
    assert abs(growth - growth_end) < 1e-8
    gaps.append(abs(growth - mixed))
slope = (mixed_end - mixed) / t
assert abs(slope / (-variance / 2) - 1) < 0.05
assert gaps[0] / gaps[1] > 3
print("V=x^2/2+0.1x^4, a=1, tau=0.01: (mixed_end-mixed_sym)/tau = %.5f"
      % slope)
print("  -Var(E_L)/2 = %.5f hartree^2; |growth-mixed_sym| ratio on"
      " halving tau %.2f" % (-variance / 2, gaps[0] / gaps[1]))

# Unguided DMC in a quartic well: growth energy approaches E0 from below
y = np.linspace(-5, 5, 201)
d = y[1] - y[0]
idx = np.arange(len(y))
sep = idx[:, None] - idx[None, :]
safe = np.where(sep == 0, 1, sep)
kin = np.where(sep == 0, np.pi**2 / 6, (-1.0)**sep / safe**2) / d**2
v = y**4 / 4
quartic_e0 = np.linalg.eigvalsh(kin + np.diag(v))[0]
print("Unguided DMC, V=x^4/4: E0 = %.6f hartree" % quartic_e0)
previous = -np.inf
for t in (0.4, 0.2, 0.1):
    half = np.exp(-t * v / 2)
    g = np.exp(-(sep * d)**2 / (2 * t)) * d / np.sqrt(2 * np.pi * t)
    e = -np.log(np.linalg.eigvalsh(half[:, None] * g * half)[-1]) / t
    assert previous < e < quartic_e0
    previous = e
    print("  tau=%.1f/hartree growth %.6f hartree" % (t, e))

# Node at x=0, exact trial function x*exp(-x^2/2): E_L = 3/2 everywhere
nodes, wts = np.polynomial.legendre.leggauss(500)
r, wts = 3.5 * (nodes + 1), 3.5 * wts
velocity = 1 / r - r
print("Node at x=0, exact trial function: mixed energy 3/2 hartree")
biases = []
for t in (0.04, 0.01, 0.0025):
    mean = r + t * 2 * velocity / (1 + np.sqrt(1 + 2 * velocity**2 * t))
    g = np.exp(-(r[:, None] - mean[None, :])**2 / (2 * t))
    g *= wts[:, None] / np.sqrt(2 * np.pi * t)
    lam, mass = leading_state(np.exp(-1.5 * t) * g)
    crossing = mass @ ndtr(-mean / np.sqrt(t))
    bias = -np.log(lam) / t - 1.5
    assert bias > 0
    assert abs(bias + np.log1p(-crossing) / t) < 1e-7
    biases.append(bias)
    print("  tau=%.4f/hartree crossing prob. %.3e growth bias %+.6f hartree"
          % (t, crossing, bias))
ratio = biases[1] / biases[2]
assert 1.8 < ratio < 2.2
print("  growth-bias ratio for tau 0.01 to 0.0025: %.3f" % ratio)

print("finished without a failed check")
```

Printed output:

```
Oscillator: exact E0 = 0.500000 hartree
Symmetric weights (theta = 0.5), energies in hartree:
  a=0.3 tau=0.05/hartree growth 0.502603 mixed 0.502567
  a=0.3 tau=0.10/hartree growth 0.505159 mixed 0.505010
  a=0.3 tau=0.20/hartree growth 0.510112 mixed 0.509491
  a=1.0 tau=0.05/hartree growth 0.500000 mixed 0.500000
  a=1.0 tau=0.10/hartree growth 0.500000 mixed 0.500000
  a=1.0 tau=0.20/hartree growth 0.500000 mixed 0.500000
  a=1.4 tau=0.05/hartree growth 0.492711 mixed 0.492718
  a=1.4 tau=0.10/hartree growth 0.484789 mixed 0.484822
  a=1.4 tau=0.20/hartree growth 0.466640 mixed 0.466809
Linear bias coefficients, hartree^2:
  a=0.3 growth and symmetric mixed +0.0525
        mixed: end weights -0.0700, start weights +0.1750
  a=1.4 growth and symmetric mixed -0.1400
        mixed: end weights -0.1800, start weights -0.1000
Same growth energy, different mixed energies, a=0.3, tau=0.2:
  theta=0.0 growth 0.510112 mixed 0.537340 hartree
  theta=0.5 growth 0.510112 mixed 0.509491 hartree
  theta=1.0 growth 0.510112 mixed 0.485378 hartree
Main biases at tau=0.2:
  a=1.4 theta=0.5 growth -0.033360 hartree = -907.8 meV
  a=1.4 theta=0.5 mixed -0.033191 hartree = -903.2 meV
  a=0.3 theta=1.0 growth +0.010112 hartree = +275.2 meV
  a=0.3 theta=1.0 mixed -0.014622 hartree = -397.9 meV
Phi at a=1.4, tau=0.2: exponent 0.6584, Rayleigh quotient 0.5443 hartree
Stochastic runs, tau=0.2, 10000 walkers, 3000 steps, hartree:
  a=1.4 theta=0.5 growth 0.46635 +- 0.00017 mixed 0.46654 +- 0.00016
  a=0.3 theta=1.0 growth 0.51017 +- 0.00018 mixed 0.48543 +- 0.00016
Exact drift-diffusion step, tau=0.2: growth bias, hartree:
  a=0.3 bias -0.000687, quadratic coefficient -0.01725 hartree^3
  a=1.4 bias -0.000769, quadratic coefficient -0.01920 hartree^3
V=x^2/2+0.1x^4, a=1, tau=0.01: (mixed_end-mixed_sym)/tau = -0.01698
  -Var(E_L)/2 = -0.01704 hartree^2; |growth-mixed_sym| ratio on halving tau 4.11
Unguided DMC, V=x^4/4: E0 = 0.420805 hartree
  tau=0.4/hartree growth 0.414341 hartree
  tau=0.2/hartree growth 0.419081 hartree
  tau=0.1/hartree growth 0.420366 hartree
Node at x=0, exact trial function: mixed energy 3/2 hartree
  tau=0.0400/hartree crossing prob. 1.634e-03 growth bias +0.040879 hartree
  tau=0.0100/hartree crossing prob. 2.175e-04 growth bias +0.021749 hartree
  tau=0.0025/hartree crossing prob. 2.790e-05 growth bias +0.011159 hartree
  growth-bias ratio for tau 0.01 to 0.0025: 1.949
finished without a failed check
```
